Longitudinal and Transversal Optical Matrix Elements in the PAW Method

Let ψ_nk be an all-electron Bloch state of band n and wave vector k, and let ψ̃_nk = e^{ik·r} ũ_nk be its smooth partner in the projector augmented-wave (PAW) method, with ũ_nk periodic. Around each atom, at position R, there is an augmentation sphere with all-electron partial waves φ_i, pseudo partial waves φ̃_i and projectors p_i. The projectors vanish outside the sphere and satisfy ⟨p_i|φ̃_j⟩ = δ_ij. The waves φ_i and φ̃_i join at the sphere boundary in value and slope. The spheres do not overlap, and the index i also labels the atom, so sums over i and j contain only pairs on the same atom. Repeated indices i, j are summed. Integrals run over one cell, with periodic copies of the projectors understood. Spin is left out.

The two kinds of wave are connected by the map

ψ = Tψ̃,  T = 1 + (|φ_i⟩ − |φ̃_i⟩)⟨p_i|.  (1)

For a local operator A, or a differential operator such as the momentum p = −iħ∇, the PAW method evaluates matrix elements with

Ã = A + |p_i⟩(⟨φ_i|A|φ_j⟩ − ⟨φ̃_i|A|φ̃_j⟩)⟨p_j|,  (2)

where the one-centre integrals cover the sphere. Three such differences are needed, for the overlap, the dipole about the nucleus and the momentum:

Q_ij = ⟨φ_i|φ_j⟩ − ⟨φ̃_i|φ̃_j⟩
τ_ij = ⟨φ_i|r−R|φ_j⟩ − ⟨φ̃_i|r−R|φ̃_j⟩
π_ij = ⟨φ_i|p|φ_j⟩ − ⟨φ̃_i|p|φ̃_j⟩.

All three are Hermitian matrices; for π the surface terms cancel because the waves join at the boundary. The pseudo Hamiltonian is H̃ = p²/2m + ṽ + |p_i⟩D_ij⟨p_j|, with ṽ a smooth local potential and D Hermitian. To work with periodic functions, one multiplies operators by e^{−ik·r} on the left and e^{ik·r} on the right. Apart from a constant phase, which cancels between the two projectors of a pair, this replaces p_i by

p_ik = e^{−ik·(r−R)} p_i.

The index k on the projectors is dropped where no confusion arises. The band problem is then

H ũ_n = ε_n S ũ_n,  ⟨ũ_n|S|ũ_n'⟩ = δ_nn',  (3)
H = (p+ħk)²/2m + ṽ + |p_i⟩D_ij⟨p_j|,  S = 1 + |p_i⟩Q_ij⟨p_j|.

The potentials and D are held fixed, so the matrix elements below belong to independent particles; the response of the self-consistent field is a separate matter.

A longitudinal field of long wavelength couples an occupied state v at k to an empty state c at k+q through e^{iq·r}. The quantity sought is the vector L in

M(q) = ⟨ψ_c,k+q|e^{iq·r}|ψ_vk⟩ = q·L + O(q²),  ε_c ≠ ε_v.  (4)

L is a length. Rule (2) with A = e^{iq·r} gives the augmentation part of M(q). Inside a sphere, to first order,

e^{iq·r} = e^{iq·R}[1 + iq·(r−R)],

so the one-centre difference is e^{iq·R}(Q_ij + iq·τ_ij). The projections carry phases of their own:

⟨p_j|ψ̃_vk⟩ = e^{ik·R}⟨p_jk|ũ_vk⟩
⟨ψ̃_c,k+q|p_i⟩ = e^{−i(k+q)·R}⟨ũ_c,k+q|p_i,k+q⟩.

The three phase factors multiply to one. The position of the atom thus drops out, and up to terms of order q²

M(q) = ⟨ũ_c,k+q|ũ_vk⟩ + ⟨ũ_c,k+q|p_i,k+q⟩(Q_ij + iq·τ_ij)⟨p_jk|ũ_vk⟩.  (5)

At q = 0 this is ⟨ũ_c|S|ũ_v⟩ = 0. At first order there are three sources of q: the bra ũ_c,k+q, the projector p_i,k+q beside it, and the explicit dipole. With ∇ for the derivative with respect to k,

L = ⟨∇ũ_c|S|ũ_v⟩ + ⟨ũ_c|∇p_i⟩Q_ij⟨p_j|ũ_v⟩ + i⟨ũ_c|p_i⟩τ_ij⟨p_j|ũ_v⟩.  (6)

The derivative of the projector follows from its definition:

|∇p_i⟩ = −i(r−R)|p_i⟩,  ⟨∇p_i| = +i⟨p_i|(r−R).  (7)

To write L as an overlap ⟨β_c|ũ_v⟩, take the adjoint of everything to the left of ũ_v in (6). Since Q and τ are Hermitian,

|β_c⟩ = S|∇ũ_c⟩ + i|p_i⟩Q_ij⟨p_j|(r−R)|ũ_c⟩ − i|p_i⟩τ_ij⟨p_j|ũ_c⟩.  (8)

This is the longitudinal form. Its last term is the dipole augmentation. Nothing in the derivation required the partial waves to be complete: (8) is the first-order coefficient of the PAW matrix element (5) for whatever set is in use. The same steps hold for ultrasoft pseudopotentials, with Q_ij and τ_ij the zeroth and first moments of the augmentation densities.

The derivative ∇ũ_c comes from differentiating (3):

(H − ε_cS)|∇ũ_c⟩ = −(∇H − ε_c∇S − S∇ε_c)|ũ_c⟩.  (9)

Project on ũ_v. On the left, ⟨ũ_v|H = ε_v⟨ũ_v|S; on the right the term with ∇ε_c vanishes by orthogonality. Hence

(ε_v − ε_c)⟨ũ_v|S|∇ũ_c⟩ = −⟨ũ_v|∇H − ε_c∇S|ũ_c⟩,

and the complex conjugate gives

⟨∇ũ_c|S|ũ_v⟩ = ⟨ũ_c|∇H − ε_c∇S|ũ_v⟩/(ε_c − ε_v).  (10)

A k-dependent change of phase of ũ_c adds to ∇ũ_c a multiple of ũ_c, which is S-orthogonal to ũ_v and does not affect L. If c belongs to a degenerate group, the states of the group must be chosen so that they vary smoothly along q; a k-dependent mixing that vanishes at the point considered then adds to ∇ũ_c only members of the group, which are S-orthogonal to a v outside it. A mixing at the point itself does change the individual L, but not the sum of |q·L|² over the group.

Now insert (10) in (6). Write

a = ⟨ũ_c|∇p_i⟩Q_ij⟨p_j|ũ_v⟩,  b = ⟨ũ_c|p_i⟩Q_ij⟨∇p_j|ũ_v⟩,

so that ⟨ũ_c|∇S|ũ_v⟩ = a + b. After multiplication by ε_c − ε_v the overlap terms are

−ε_c(a + b) + (ε_c − ε_v)a = −ε_v a − ε_c b.

With ⟨τ⟩ = ⟨ũ_c|p_i⟩τ_ij⟨p_j|ũ_v⟩ the result is

(ε_c − ε_v)L = ⟨ũ_c|∇H|ũ_v⟩ − ε_v a − ε_c b + i(ε_c − ε_v)⟨τ⟩.  (11)

Each energy stands with the derivative of the projector on the opposite side. If c is set equal to v on the right, the dipole term drops out and the rest is ⟨ũ_v|∇H − ε_v∇S|ũ_v⟩. By (9), projected on the state itself, this is the band slope ∇ε_v. The longitudinal form is therefore consistent with the dispersion of the bands that the same PAW Hamiltonian produces.

An isolated molecule in a large cell is a second instructive case. Its states do not depend on k, so ũ_c = e^{−ik·r}ψ̃_c and ⟨∇ũ_c| = i⟨ũ_c|r. The first term of (6) becomes

i⟨ũ_c|r|ũ_v⟩ + i⟨ũ_c|r|p_i⟩Q_ij⟨p_j|ũ_v⟩,

while the second is −i⟨ũ_c|(r−R)|p_i⟩Q_ij⟨p_j|ũ_v⟩. The parts with r on the projector cancel, leaving

L = i[⟨ψ̃_c|r|ψ̃_v⟩ + ⟨ψ̃_c|p_i⟩(R Q_ij + τ_ij)⟨p_j|ψ̃_v⟩].  (12)

The bracket is the PAW matrix element of the position, split into the charge Q_ij placed at the nucleus and the dipole τ_ij about it. A shift of the origin by a vector s adds i s⟨ψ̃_c|S|ψ̃_v⟩ = 0. In a crystal r is not periodic and (12) cannot be used; (8) takes its place.

The transversal form starts from the momentum operator instead. Rule (2) with A = p gives

P = ⟨ũ_c|p+ħk|ũ_v⟩ + ⟨ũ_c|p_i⟩π_ij⟨p_j|ũ_v⟩,  L^T = ħP/[m(ε_c − ε_v)].  (13)

The prefactor in L^T is the one that would hold for all-electron states in a local potential: for them S = 1, there are no projectors, ∇H = (ħ/m)(p+ħk), and (11) reduces to L^T. For PAW states the two must be compared. In (11),

∇H = (ħ/m)(p+ħk) + |∇p_i⟩D_ij⟨p_j| + |p_i⟩D_ij⟨∇p_j|.

The smooth momentum is common to both forms and cancels in the difference. With (7) and ⟨π⟩ = ⟨ũ_c|p_i⟩π_ij⟨p_j|ũ_v⟩ there remains

(ε_c − ε_v)(L − L^T) =
 − i⟨ũ_c|(r−R)|p_i⟩(D_ij − ε_vQ_ij)⟨p_j|ũ_v⟩
 + i⟨ũ_c|p_i⟩(D_ij − ε_cQ_ij)⟨p_j|(r−R)|ũ_v⟩
 + i(ε_c − ε_v)⟨τ⟩ − (ħ/m)⟨π⟩.  (14)

Every term lives in the spheres. The first two contain the projections of (r−R)ũ, which a finite set of partial waves need not represent; the last two contain only the projections of ũ itself. There is no general reason for them to cancel.

They do cancel when the set is complete, by which is meant that |φ̃_i⟩⟨p_i| acts as the identity on smooth functions in the sphere. To see why, put Δ_i = φ_i − φ̃_i, which vanishes outside the sphere, and multiply out

T†AT = A + |p_i⟩⟨Δ_i|A + A|Δ_j⟩⟨p_j| + |p_i⟩⟨Δ_i|A|Δ_j⟩⟨p_j|.

Completeness allows |φ̃_j⟩⟨p_j| to be inserted to the right of A in the second term and |p_i⟩⟨φ̃_i| to the left of A in the third. The coefficient between the projectors is then

⟨Δ_i|A|φ̃_j⟩ + ⟨φ̃_i|A|Δ_j⟩ + ⟨Δ_i|A|Δ_j⟩ = ⟨φ_i|A|φ_j⟩ − ⟨φ̃_i|A|φ̃_j⟩,

which is rule (2). So Ã = T†AT for a complete set. In particular S is the k-space form of T†T. The Hamiltonian needs one more line, since the all-electron potential V differs from ṽ in the sphere. Completeness turns V − ṽ into |p_i⟩⟨φ̃_i|V − ṽ|φ̃_j⟩⟨p_j|, and with

D_ij = ⟨φ_i|p²/2m + V|φ_j⟩ − ⟨φ̃_i|p²/2m + ṽ|φ̃_j⟩  (15)

one finds H̃ = T†(p²/2m + V)T. The pseudo eigenvalue equation becomes T†(p²/2m + V − ε)Tψ̃ = 0. If T is invertible, T† can be removed, and ψ = Tψ̃ is an all-electron eigenstate. Both M(q) and P are now true all-electron matrix elements, and the reduction of (11) just described applies to them. Hence L = L^T.

The commutator shows what truncation spoils. For invertible T, the identity T(T†T)⁻¹T† = 1 holds, so for two operators A and B

(T†AT)(T†T)⁻¹(T†BT) = T†ABT.

Products are preserved, and the relation [p²/2m + V, r] = −iħp/m passes over to the pseudo operators. With a frozen core the φ_i are taken orthogonal to the core states, so T is not invertible on the whole space and T(T†T)⁻¹T† is at best the projector on the valence states. General products then lose their core terms. If the core states are eigenstates of p²/2m + V, this projector commutes with the Hamiltonian, and both the commutator above and L = L^T survive for a complete set. With a truncated set, (2) is no longer of the form T†AT, products need not be preserved, and the PAW momentum need not be the commutator of the PAW Hamiltonian with the PAW position.

Two qualifications belong here. First, completeness guarantees agreement, but a particular matrix element can agree without it. In a crystal with inversion symmetry about the atom, at k = 0, two states of equal parity have L = 0 and L^T = 0 for any set of partial waves that respects the symmetry, because both are matrix elements of odd operators. Secondly, the potential V was taken as local. A nonlocal exchange operator K adds [K, r] to the commutator. The momentum alone is then not the velocity times m, and agreement is not assured even for a complete set.

A one-dimensional crystal makes the size of these effects visible. The cell length is 4.0 Å, and with d the distance from the nearest atom the all-electron potential is

V = −40 eV · exp[−d²/(2·(0.4 Å)²)].

The cell is divided into 160 sites 0.025 Å apart. The kinetic energy is the three-point difference and the momentum the central difference, for which the commutator relation holds on the lattice without error. The sphere |d| ≤ 1.0 Å contains 81 sites, so 81 independent partial waves are a complete set. The φ_i are the lowest eigenvectors of the all-electron Hamiltonian on these sites with zero slope at the edge. With f = (1 − d²/(1.0 Å)²)³ inside the sphere and zero outside, the pseudo quantities are

ṽ = V + 30 eV · f,  g = 1 + 0.6 f,  φ̃_i = φ_i/g,  p_i = gφ_i.

The matrix D follows from (15). Equation (3) is solved by matrix diagonalization at k = 0.5 Å⁻¹, and v and c are bands 1 and 2. The all-electron Hamiltonian on the same lattice gives −22.631 eV and −0.624 eV for these bands and |L| = 0.35856 Å. For the PAW sets, |L| from (11), |L^T| from (13) and |L − L^T| are, in Å:

2 waves: 0.36337, 0.35892, 4.5×10⁻³
4 waves: 0.36295, 0.35979, 3.2×10⁻³
8 waves: 0.35838, 0.35825, 1.3×10⁻⁴
16 waves: 0.35855, 0.35852, 2.3×10⁻⁵
32 waves: 0.35856, 0.35856, 5.7×10⁻⁶
81 waves: 0.35856, 0.35856, 3×10⁻¹⁵

The last difference is rounding error. The difference falls at each step of this series, though it does not fall with every single wave added (three waves give 3.5×10⁻⁴ Å, about a ninth of the four-wave value), and it is not simply proportional to the part of the wave that the set misses. From two to four waves the missing part of band 2 in the sphere, as a fraction of its norm there, drops from 0.11 to 0.014, while the difference between the forms drops by less than a third.

Neither form is uniformly the more accurate. With four waves the longitudinal value lies 1.2 % above the all-electron one and the transversal value 0.3 % above it. With eight waves the order is reversed: the longitudinal value is low by 0.05 % and the transversal one by 0.09 %. The merit of the longitudinal form is its consistency with the PAW Hamiltonian, whose own states and energies carry the error of the truncated set; with four waves band 1 lies at −22.513 eV, 0.12 eV too high. The slope of band 2 shows this consistency. With four waves a finite difference of the band energy gives −3.386 eV Å, and so does the diagonal of (11), whereas the diagonal momentum element, ħP/m, gives −3.342 eV Å, which is 1.3 % smaller in magnitude. Consistency is not accuracy: the all-electron slope is −3.283 eV Å, so here the momentum value is the nearer to it.

For the four-wave set the three terms of (6), with ∇ũ_c obtained by solving the linear equation (9) and the common phase chosen to make L positive, are

L = 0.36228 Å − 0.05969 Å + 0.06036 Å = 0.36295 Å.

The third number is the dipole augmentation. Without it L would be 0.30259 Å, which is 17 % below the full value of 0.36295 Å. The second and third terms nearly cancel, and the model shows why. Here φ_i = gφ̃_i, so for a complete set T is multiplication by g. The overlap correction is then g² − 1 and the dipole correction d(g² − 1). By (7) the second term of (6) tends to −i⟨ũ_c|d(g² − 1)|ũ_v⟩ and the third to the same integral with the opposite sign. Four waves come close to this limit. In a real atom φ_i/φ̃_i differs from one partial wave to another, T is not a multiplication, and this argument for a cancellation does not apply. What carries over is that the two terms belong together: both come from the first-order expansion of a single augmentation term in (5).

The corresponding momentum follows from P = m(ε_c − ε_v)L/ħ. With ε_c − ε_v = 22.513 eV − 0.601 eV = 21.912 eV and ħ²/m = 2 × 3.80998 eV Å² = 7.61996 eV Å²,

P/ħ = 21.912 × 0.36295/7.61996 Å⁻¹ = 1.0437 Å⁻¹,

or P = 1.101×10⁻²⁴ kg m/s, against 1.091×10⁻²⁴ kg m/s from the transversal form with the same four waves. Absorption strengths contain the square of the matrix element, so the choice of form changes the strength of this transition by (0.36295/0.35979)² − 1 = 1.8 %, relative to the transversal result. In this independent-particle model with a local all-electron potential, such a discrepancy is a sign that the partial waves are incomplete, though its size is no direct measure of how much they miss. A small discrepancy is not by itself a proof of completeness, since symmetry can make both forms vanish together, and the terms of (14) can nearly cancel without any symmetry, as they do here for three waves.

Numerical values quoted here were computed with a short program.
